\section*{Four-terminal reciprocity and removal of the Hall offset at fixed field}

\section{The offset and the assumptions}

\paragraph{Q.} I send current through a film between contacts 1 and 3 and read the voltage between 2 and 4. If contact 2 is slightly misplaced, I get a voltage even without a magnetic field. I know how to remove it: reverse the field and subtract. Why look for anything else?

\paragraph{A.} Reversing a field can be slow, can change the state of a magnetic sample, and is impossible with a permanent magnet if neither the magnet nor the sample can be turned. So ask whether the reading at $-\mathbf B$ can be obtained while the field stays at $+\mathbf B$. Define
\begin{equation}
R_{ij,kl}=\frac{V_k-V_l}{I},
\end{equation}
where current $I$ enters the sample at $i$ and leaves at $j$, and $k,l$ carry no net current. The order of the indices fixes the sign.

\paragraph{Q.} What do you assume about the material?

\paragraph{A.} Steady, linear, isothermal, local conduction:
\begin{equation}
J_a=-\sigma_{ab}(\mathbf r,\mathbf B)\,\partial_b\phi,\qquad \nabla\cdot\mathbf J=0,
\end{equation}
with repeated indices summed, and the local Onsager symmetry
\begin{equation}
\sigma_{ab}(\mathbf r,\mathbf B)=\sigma_{ba}(\mathbf r,-\mathbf B).
\label{onsager}
\end{equation}
The conductivity may vary from place to place, may be anisotropic, and the sample may have holes. The surface is insulating except at the contacts. The algebra uses atomic units, $e=\hbar=m_e=1$, with magnetic field in $\hbar/(ea_0^2)$.

\section{Two problems at opposite fields}

\paragraph{Q.} Equation (\ref{onsager}) concerns a point. My contacts are millimetres apart, and the current spreads in a complicated way. How can a local symmetry constrain the whole sample?

\paragraph{A.} Compare two solutions in the same sample: $\phi,\mathbf J$ at $\mathbf B$, and $\phi',\mathbf J'$ at $-\mathbf B$, driven through different contacts. The product rule gives
\begin{align}
\nabla\cdot(\phi\mathbf J'-\phi'\mathbf J)
&=\nabla\phi\cdot\mathbf J'+\phi\nabla\cdot\mathbf J'
-\nabla\phi'\cdot\mathbf J-\phi'\nabla\cdot\mathbf J\nonumber\\
&=\nabla\phi\cdot\mathbf J'-\nabla\phi'\cdot\mathbf J\nonumber\\
&=-\partial_a\phi\,\sigma_{ab}(-\mathbf B)\,\partial_b\phi'
+\partial_a\phi'\,\sigma_{ab}(\mathbf B)\,\partial_b\phi .
\end{align}
The second line uses charge conservation. Exchange the names $a$ and $b$ in the last term:
\begin{equation}
\nabla\cdot(\phi\mathbf J'-\phi'\mathbf J)
=\partial_a\phi\,\partial_b\phi'\,
[\sigma_{ba}(\mathbf B)-\sigma_{ab}(-\mathbf B)]=0 .
\end{equation}
Integrated over the sample, this leaves a statement about its surface. At an internal boundary between two materials the potential and the normal current are continuous, so the contributions from its two sides cancel.

\paragraph{Q.} The surface includes the metal contacts. They have interface resistance, and current can enter a voltage contact at one end and leave at the other. Does that spoil the argument?

\paragraph{A.} No, provided the interface is ohmic and its conductance per area $g$ is the same at $\pm\mathbf B$. Let the metal of contact $c$ be at voltage $V_c$. The current density entering the sample is $j=-\mathbf J\cdot\mathbf n=g(V_c-\phi)$, with $\mathbf n$ the outward normal, so $\phi=V_c-j/g$. Likewise $\phi'=V'_c-j'/g$. Insulating surfaces contribute nothing, and the divergence theorem gives
\begin{align}
0&=\sum_c\int_c(\phi j'-\phi'j)\,dS\nonumber\\
&=\sum_c\int_c\left(V_cj'-\frac{jj'}{g}-V'_cj+\frac{j'j}{g}\right)dS\nonumber\\
&=\sum_c(V_cI'_c-V'_cI_c),
\label{surface}
\end{align}
where $I_c=\int_c j\,dS$ is the net current entering at $c$. Local circulation under a voltage contact is allowed; its net current must vanish. A perfect contact is the limit $g\to\infty$.

Now drive $I$ from $i$ to $j$ in the first problem and $I'$ from $k$ to $l$ in the second. Equation (\ref{surface}) becomes
\begin{equation}
(V_k-V_l)I'=(V'_i-V'_j)I .
\end{equation}
Dividing by $II'$ yields
\begin{equation}
R_{ij,kl}(\mathbf B)=R_{kl,ij}(-\mathbf B).
\label{reciprocity}
\end{equation}

\paragraph{Q.} I would like to see this in a sample with no helpful symmetry.

\paragraph{A.} Take a ring with radii 0.4 and 1, in model units, and polar conductivity components
\begin{equation}
\sigma=\frac{s}{1+\beta^2}
\begin{pmatrix}1.3&0.25+\beta\\0.25-\beta&0.8\end{pmatrix},
\end{equation}
where $s=\exp(0.4\sin\theta+0.3r\cos2\theta)$ and $\beta=(0.8+0.3\cos\theta)B$. Resistive contacts sit on the outer edge at $10^\circ$, $115^\circ$, $190^\circ$ and $280^\circ$, with $g=6\exp\{8[\cos(\theta-\theta_c)-1]\}$. For $B=0.9$ a numerical solution gives
\begin{align}
R_{13,24}(+B)&=0.007007,\nonumber\\
R_{24,13}(-B)&=0.007007,\nonumber\\
R_{24,13}(+B)&=-0.470811.
\end{align}
The discretization does not have reciprocity built in. Its largest violation, relative to the largest element of the contact resistance matrix, falls from $1.0\times10^{-5}$ to $1.1\times10^{-11}$ when the grid is refined from radial degree 9 with 21 angles to degree 18 with 41 angles.

\section{Keeping the field fixed}

\paragraph{Q.} But (\ref{reciprocity}) still contains $-\mathbf B$. I wanted to leave the magnet alone.

\paragraph{A.} Apply it to the swapped measurement. With current through 2 and 4 and voltage read between 1 and 3,
\begin{equation}
R_{24,13}(\mathbf B)=R_{13,24}(-\mathbf B).
\end{equation}
The reading on the left is taken at $+\mathbf B$. Hence
\begin{align}
R^{\rm odd}&=\tfrac12[R_{13,24}(\mathbf B)-R_{13,24}(-\mathbf B)]\nonumber\\
&=\tfrac12[R_{13,24}(\mathbf B)-R_{24,13}(\mathbf B)],
\label{odd}\\
R^{\rm even}&=\tfrac12[R_{13,24}(\mathbf B)+R_{24,13}(\mathbf B)].
\label{even}
\end{align}
The misalignment offset is present at zero field and, in a nonmagnetic sample, belongs to the even part. So do its magnetoresistance and any transverse voltage from the symmetric part of an anisotropic conductivity. All of them cancel in (\ref{odd}).

In the ring, the half-difference is $(0.007007+0.470811)/2=0.238909$ and the half-sum is $-0.231902$. The first reading was nearly zero because two large parts happened to cancel, not because the Hall signal was small.

\paragraph{Q.} What if I swap the leads but connect the new voltmeter backwards?

\paragraph{A.} Then you measure $R_{24,31}=-R_{24,13}$, and the difference returns the offset instead of the Hall part. At $\mathbf B=0$ a nonmagnetic sample must give $R_{13,24}=R_{24,13}$, which checks the polarity whenever the offset is measurable.

\paragraph{Q.} And a magnet? Its magnetization can produce a Hall voltage without any applied field.

\paragraph{A.} Then the Onsager relation requires the magnetization $\mathbf M$ to be reversed together with $\mathbf B$:
\begin{equation}
R_{ij,kl}(\mathbf B,\mathbf M)=R_{kl,ij}(-\mathbf B,-\mathbf M).
\end{equation}
The swap at fixed $\mathbf B$ and $\mathbf M$ isolates the part odd under their joint reversal. It does not separate the Hall contribution of the field from that of the magnetization. In the ring, replace $B$ in $\beta$ by $B+M$ with $M=0.5$. Reversing $B$ alone leaves a relative mismatch of 0.162; reversing both reduces it to $1.8\times10^{-11}$.

\section{From the odd part to the Hall resistance}

\paragraph{Q.} Suppose the offset is gone. Is what remains the Hall resistance of the film?

\paragraph{A.} That needs more than reciprocity. Consider a uniform isotropic film of thickness $t$ without holes, with point contacts on its edge, numbered counterclockwise. For carriers of charge $q$, density $n$, mass $m$ and relaxation time $\tau$, the steady force balance is
\begin{equation}
q(\mathbf E+\mathbf v\times\mathbf B)=m\mathbf v/\tau .
\end{equation}
Let $\mathbf J$ now be the current per unit width, $\mathbf J=nqt\,\mathbf v$. With $\mathbf B=B\hat{\mathbf z}$ and $-\mathbf J\times\hat{\mathbf z}=\hat{\mathbf z}\times\mathbf J$,
\begin{equation}
\mathbf E=\rho_s\mathbf J+\rho_H\hat{\mathbf z}\times\mathbf J,
\quad \rho_s=\frac{m}{nq^2\tau t},\quad \rho_H=\frac{B}{nqt}.
\label{drude}
\end{equation}
For electrons $q=-1$, so $\rho_H$ is negative at positive $B$. Since $\hat{\mathbf z}\times\mathbf J=(-J_y,J_x)$, the curl of (\ref{drude}) is
\begin{equation}
0=\rho_s(\partial_xJ_y-\partial_yJ_x)+\rho_H(\partial_xJ_x+\partial_yJ_y).
\end{equation}
The last bracket is zero by charge conservation. For $\rho_s\ne0$ the current is therefore free of both curl and divergence, and point contacts prescribe its normal component along the whole edge.

These conditions determine $\mathbf J$. The difference $\mathbf d$ of two solutions can be written $\mathbf d=\nabla\chi$, with $\nabla\cdot\mathbf d=0$ and no normal component at the edge, so
\begin{equation}
\int|\nabla\chi|^2dA=\oint\chi\,\mathbf d\cdot\mathbf n\,ds=0 .
\end{equation}
Thus $\mathbf d=0$. The field changes the potential but not the current pattern.

\paragraph{Q.} Where does the Hall resistance enter the measured voltage?

\paragraph{A.} Integrate from 2 to 4 through the film:
\begin{equation}
V_2-V_4=\rho_s\int_2^4\mathbf J\cdot d\mathbf l
+\rho_H\int_2^4(\hat{\mathbf z}\times\mathbf J)\cdot d\mathbf l .
\end{equation}
The second integrand is $J_x\,dy-J_y\,dx$, the current crossing the path from left to right. Contact 3 lies on the right and contact 1 on the left, so the integral is $+I$. With $g_0=I^{-1}\int_2^4\mathbf J\cdot d\mathbf l$,
\begin{equation}
R_{13,24}=\rho_sg_0+\rho_H,\qquad
R_{24,13}=\rho_sg_0-\rho_H .
\label{point}
\end{equation}
The second result follows from (\ref{reciprocity}), because $\rho_s$ is even and $\rho_H$ odd in $B$. Interlacing matters: if both current contacts lay on the same side of the voltage path, the net crossing current, and with it the Hall term, would vanish.

\paragraph{Q.} How large is $g_0$ for a misplaced contact?

\paragraph{A.} Take a disc of radius $a$. Because the current pattern does not depend on $B$, use the zero-field potential
\begin{equation}
\phi(\mathbf r)=-\frac{\rho_sI}{\pi}
\left(\ln|\mathbf r-\mathbf r_1|-\ln|\mathbf r-\mathbf r_3|\right).
\end{equation}
The factor is $1/\pi$ because an edge source spreads its current over a half circle. On the rim, one source gives a normal current proportional to
\begin{equation}
\frac{(\mathbf r-\mathbf r_1)\cdot\mathbf r/a}{|\mathbf r-\mathbf r_1|^2}
=\frac{a^2-\mathbf r\cdot\mathbf r_1}{2a(a^2-\mathbf r\cdot\mathbf r_1)}
=\frac1{2a},
\end{equation}
which the sink cancels, so the rim is insulating. Taking $\phi(\mathbf r_2)-\phi(\mathbf r_4)$ gives
\begin{equation}
g_0=\frac1\pi\ln
\frac{|\mathbf r_2-\mathbf r_3||\mathbf r_4-\mathbf r_1|}
{|\mathbf r_2-\mathbf r_1||\mathbf r_4-\mathbf r_3|}.
\label{geometry}
\end{equation}
For contacts at $0$, $\pi/2+\delta$, $\pi$ and $3\pi/2$, the chords are $2a$ times the sine of half the angle between their ends. Those from contact 4 cancel:
\begin{equation}
g_0=\frac1\pi\ln\frac{\sin(\pi/4-\delta/2)}{\sin(\pi/4+\delta/2)}
=\frac1\pi\ln\frac{1-\tan(\delta/2)}{1+\tan(\delta/2)}
\simeq-\frac{\delta}{\pi}.
\end{equation}

A case with a large Hall angle checks both parts of (\ref{point}). Set $\rho_s=1$, $\rho_H=0.8$ and place the contacts at $0^\circ$, $130^\circ$, $180^\circ$ and $290^\circ$. Solutions with Gaussian contact widths 0.02 and 0.01 rad, each contact having resistance 0.1, were extrapolated linearly to zero width. The half-difference is 0.8000. The half-sum is $-0.3560$, against $-0.3563$ from (\ref{geometry}). The linear rule suits the odd part, whose error is proportional to the width; the error of the even part falls as the square of the width, so the rule overshoots it slightly, which accounts for the remaining gap.

\section{An indium tin oxide disc}

\paragraph{Q.} Does the offset matter for a real film, or is this a small correction?

\paragraph{A.} Low mobility makes it serious. Consider indium tin oxide 100 nm thick, with $5\times10^{20}$ electrons per cm$^3$ and mobility $\mu=30$ cm$^2$/Vs. These are rough typical values for this conductor. The disc has radius 5 mm, the field is 0.5 T, and contact 2 is displaced by $3^\circ$. In SI units $\rho_s=1/(ne\mu t)=41.61\ \Omega$, and
\begin{equation}
\rho_H=-\mu B\rho_s=-(0.003)(0.5)(41.61\ \Omega)=-0.0624\ \Omega .
\end{equation}
Since $3^\circ=\pi/60$, the estimated offset is $-41.61/60=-0.694\ \Omega$. For contacts with a Gaussian width of 0.10 mm and a resistance of $4.16\ \Omega$ each, the computed readings at the same field are
\begin{equation}
R_{13,24}=-0.75529\ \Omega,\qquad R_{24,13}=-0.63339\ \Omega .
\end{equation}
Their half-difference and half-sum are
\begin{align}
R^{\rm odd}&=\frac{-0.75529+0.63339}{2}\ \Omega=-0.06095\ \Omega,\nonumber\\
R^{\rm even}&=\frac{-0.75529-0.63339}{2}\ \Omega=-0.69434\ \Omega .
\end{align}
The offset is 11.4 times the Hall part, which is $-1.484\times10^{-5}\,\hbar/e^2$ in atomic units. Taking the first reading alone as a Hall resistance would give a density of $4.1\times10^{19}$ cm$^{-3}$, about twelve times too low. The swapped pair gives $5.12\times10^{20}$ cm$^{-3}$.

\paragraph{Q.} That is still 2.4\% above the density you put in. Did some offset survive?

\paragraph{A.} No. Reversing the field gives the same $-0.06095\ \Omega$, and so does a disc with aligned contacts of the same width and resistance. The difference comes from the contact metal, which partly shorts the stretch of rim beneath it. For the width and resistance chosen here this lowers the Hall part by 2.35\% relative to $\rho_H$. At the same width the loss is larger for contacts of lower resistance and falls toward zero as the contact resistance becomes large compared with $\rho_s$. Halving their width at fixed contact resistance lowers the loss to 1.17\%. This loss is itself odd in field, so neither swapping nor field reversal removes it.

\paragraph{Q.} My voltmeter also picks up thermal voltages. Does the swap cancel those?

\paragraph{A.} Not in general, since the two voltage pairs can have different temperature differences. Reverse the current in each configuration. With $V_{kl}=V_k-V_l$ and the driven pair shown in brackets,
\begin{equation}
R^{\rm odd}=\frac{V_{24}(I_{13})-V_{24}(-I_{13})
-V_{13}(I_{24})+V_{13}(-I_{24})}{4I}.
\end{equation}
A thermal voltage that stays constant during a current reversal cancels within its pair. For scale, use the Mott relation $|S|=(\pi^2k_B^2T/3e)\,d\ln\sigma/dE$ at the Fermi energy $E_F$. With relaxation time proportional to $E^{3/2}$, the conductivity varies as $E^{3/2}E^{3/2}=E^3$, so $|S|=\pi^2k_B^2T/(eE_F)$. At 300 K, with the estimate $E_F=0.656$ eV explained below, this is 33.5 $\mu$V/K. A temperature difference of 0.1 K then produces 3.35 $\mu$V, while the Hall voltage at 1 mA is 60.9 $\mu$V.

The sample must also stay the same between configurations. If its resistance changes by $10^{-3}$ per kelvin, an assumed value, a drift of 0.1 K changes the offset by one part in $10^4$. Half of that change enters (\ref{odd}), an error of 0.057\% of the Hall part.

\paragraph{Q.} Which other idealizations would a real film break?

\paragraph{A.} Real films can be nonuniform. Reciprocity survives, but the odd part is then a geometry-dependent average, and its shift depends on the unknown inhomogeneity. Rectifying contacts violate linearity and can break reciprocity itself. If the current is reversed in each configuration and the film lies on the glass substrate considered below, the contact loss is the largest of the errors estimated here for the contact width and resistance chosen above. This ranking is not general: narrower or more resistive contacts bring the loss below the Hall-factor correction given next.

The Fermi energy, and the estimates that depend on it, use an effective mass of $0.35\,m_e$. The mean free path is 4.8 nm, well below the thickness, which supports local conduction. The Fermi energy is 0.656 eV against a thermal energy of 0.0259 eV, so the electrons are degenerate. For relaxation time proportional to $E^{3/2}$, the Hall factor is 1.011, a 1.1\% correction when $\rho_H$ is converted to density. The factor $(\mu B)^2=2.3\times10^{-6}$ is an upper scale for the magnetoresistance; in this degenerate one-band model the magnetoresistance is smaller still, by roughly the excess of the Hall factor over one, and it vanishes for constant relaxation time.

The isothermal assumption also has a price. A transverse heat flow can create a thermal voltage proportional to both current and field, which survives both the swap and current reversal. Its rough size relative to the Hall voltage is $S^2/L$, with $S$ the Seebeck coefficient and $L$ the Lorenz number. This follows from a transverse temperature gradient of order $TS\mu JB/\kappa$ for bulk current density $J$, multiplied by $S$ and divided by the Hall field $\mu\rho JB$, with bulk resistivity $\rho$ and electronic heat conductivity $\kappa=LT/\rho$. This is only an estimate of scale: the actual effect can be much smaller, depending on the scattering, on lattice heat conduction and on the heat flow along the film. For relaxation time proportional to $E^{3/2}$ and electronic heat conduction alone it is about half the estimate, and for constant relaxation time it vanishes. The estimate is 4.6\% for an isolated film, but only of order $10^{-3}$\% when 1 mm of glass with conductivity 1 W/(m K) shares the heat flow. A suspended film would therefore need a separate thermal analysis. The numerical output lists the values used here.

\section*{Computed results}
\begin{verbatim}
RING, model units
R_13,24(+B) = 0.007007
R_24,13(-B) = 0.007007
R_24,13(+B) = -0.470811
reciprocity error, coarse grid = 1.0e-05
reciprocity error, fine grid = 1.1e-11
mismatch if B is not reversed = 0.151
magnet, only B reversed: mismatch = 0.162
magnet, B and M reversed: mismatch = 1.8e-11
DISC, rho_s = 1, rho_h = 0.8, contacts shrunk to points
half-difference = 0.8000
half-sum = -0.3560
point-contact offset formula = -0.3563
INDIUM TIN OXIDE DISC
electron density = 5.0e+20 cm^-3
mobility = 30 cm2/Vs
thickness = 100 nm, disc radius = 5 mm
field = 0.5 T, temperature = 300 K
current = 1 mA, contact 2 shift = 3 deg
contact Gaussian width (1 sigma) = 0.10 mm
resistance of each contact = 4.16 ohm
sheet resistance = 41.610 ohm
ideal Hall resistance = -0.06242 ohm
reading R_13,24(+B) = -0.75529 ohm
reading R_24,13(+B) = -0.63339 ohm
half-difference (Hall) = -0.06095 ohm
same in atomic units = -1.4836e-05 hbar/e^2
Hall part by field reversal = -0.06095 ohm
Hall part, aligned contacts = -0.06095 ohm
half-sum (offset) = -0.69434 ohm
offset from point formula = -0.69382 ohm
offset / Hall = 11.39
density from one reading = 4.13e+19 cm^-3
density from swapped pair = 5.120e+20 cm^-3
NEGLECTED EFFECTS (rough inputs)
Hall loss from finite contacts = 2.35 %
same, contacts half as wide = 1.17 %
magnetoresistance scale (mobility*B)^2 = 2.3e-06
effective mass = 0.35 m_e
Fermi energy = 0.656 eV, kT = 0.0259 eV
Hall factor, tau ~ E^1.5 = 1.0113
mean free path = 4.8 nm
Seebeck magnitude, tau ~ E^1.5 = 33.5 uV/K
Hall voltage = 60.9 uV
thermal voltage for 0.1 K = 3.35 uV
assumed drift of resistance = 1e-03 per K
Hall error from 0.1 K drift = 0.057 %
glass: 1 mm thick, 1 W/(m K)
thermomagnetic scale, no glass = 4.6 %
same, on glass = 8.1e-04 %
Joule power in disc and contacts = 0.132 mW
\end{verbatim}
